One-Site and Two-Site DMRG: Local Eigenproblems, Environments and Energy Monotonicity

A two-site DMRG run on a 12-site Heisenberg chain, with at most 4 states kept per bond, ends at −5.13236222 J. During its last sweep the energy rises at some steps, by as much as 1.5×10⁻⁴ J, although every step solves a minimisation problem to machine precision. One-site sweeps started from the final state lower the energy to −5.13236683 J, and none of their steps raises it beyond rounding. The difference lies in what happens after each minimisation.

**1. The state and its local variational problem**

The Hamiltonian is that of an open chain of N spins 1/2, with sites i = 0, …, N−1 and J > 0:

H = J Σ_i S_i·S_{i+1}

Energies are in units of J, and J = 1 in the formulas below. The matrix product state (MPS) has real tensors A_i[l,s,r], where s = ↑,↓ is the spin and l, r are bond indices with at most D values. The outer bonds have one value. The amplitude of a spin configuration is the product of the matrices A_i[·,s_i,·].

Choose a centre site i and call its tensor c. The tensors on its left multiply to a matrix Φ_L[σ_L,l], where σ_L stands for all spins on the left. Those on its right give Φ_R[r,σ_R]. Then

ψ(σ_L,s,σ_R) = Σ_{l,r} Φ_L[σ_L,l] c[l,s,r] Φ_R[r,σ_R]

This is linear in c, so ψ = P c for a matrix P that depends on the other tensors. The energy is

E(c) = cᵀK c / cᵀM c,  K = PᵀHP,  M = PᵀP

Since K and M are symmetric, the gradient is 2(K c − E M c)/(cᵀM c). Setting it to zero gives the generalized eigenproblem

K c = E M c

If M is positive definite, the minimum of E(c) is the lowest generalized eigenvalue.

**2. Why the canonical form matters**

The norm matrix factorises as M = M_L ⊗ 1 ⊗ M_R, with M_L = Φ_LᵀΦ_L and M_R = Φ_RΦ_Rᵀ. Adding one site with tensor A to the left block gives

M_L'[r,r'] = Σ A[l,s,r] M_L[l,l'] A[l',s,r']

Suppose every tensor left of the centre is left-orthonormal:

Σ_{l,s} A[l,s,r] A[l,s,r'] = δ_{rr'}

The empty block has M_L = 1, and the recursion then reproduces the identity at each site. In the same way, Σ_{s,r} A[l,s,r] A[l',s,r] = δ_{ll'} on the right gives M_R = 1. This is the mixed canonical form, in which M = 1 and

K c = E c,  ‖ψ‖ = ‖c‖

The norm matrix may not be dropped in another gauge. On an 8-site chain with D = 4 the energy was first optimised to −3.371802. With the centre at site 3, the four left basis vectors delivered by the QR steps were then rescaled by 1, 0.8, 0.6 and 0.4, which leaves the variational space unchanged. The generalized problem still gives −3.371802. Solving the ordinary problem with the rescaled K gives a vector whose true energy is −3.163107, a rise of 0.209. The size of this rise depends on which orthonormal basis of the left block is rescaled, whereas the generalized eigenvalue does not. The ordinary problem minimises cᵀKc/cᵀc, which is no longer the energy.

**3. The Hamiltonian as a chain of small tensors**

With S± = Sx ± iSy, each bond term is

S_i·S_j = ½(S⁺_i S⁻_j + S⁻_i S⁺_j) + Sᶻ_i Sᶻ_j

Let W be a 5×5 matrix whose entries are one-site operators. Its nonzero entries are

W[0,0] = W[4,4] = 1
W[0,1] = S⁺,  W[0,2] = S⁻,  W[0,3] = Sᶻ
W[1,4] = ½S⁻,  W[2,4] = ½S⁺,  W[3,4] = Sᶻ

Index 0 means that no term has started, 1 to 3 that a bond term is half written, and 4 that a term is complete. To verify this, let H_k be the sum of all bonds within sites 0 to k, and suppose that the product of the W matrices on these sites has the top row

(1, S⁺_k, S⁻_k, Sᶻ_k, H_k)

For k = 0 this is the top row of W, with H_0 = 0. Multiplying by W on site k+1 gives 1, S⁺_{k+1}, S⁻_{k+1} and Sᶻ_{k+1} in the first four columns. The last column becomes

½S⁺_k S⁻_{k+1} + ½S⁻_k S⁺_{k+1} + Sᶻ_k Sᶻ_{k+1} + H_k = H_{k+1}

So H is the entry in row 0 and column 4 of the full product. A field term −h Σ Sᶻ_i is added by setting W[0,4] = −hSᶻ.

**4. Environments**

Write W[a,b,s,t] for the matrix elements, with s on the bra side and t on the ket side. The left environment L_i contains sites 0 to i−1, and the right environment R_i contains sites i to N−1. They start from L_0[0,0,0] = 1 and R_N[0,4,0] = 1, with all other entries zero, which selects row 0 and column 4. One site is added by

L_{i+1}[r,b,r'] = Σ A[l,s,r] L_i[l,a,l'] W[a,b,s,t] A[l',t,r']

R_i[l,a,l'] = Σ A[l,s,r] W[a,b,s,t] R_{i+1}[r,b,r'] A[l',t,r']

where A = A_i and repeated indices are summed. Inserting the operator chain into PᵀHP and leaving out both copies of the centre tensor gives

K[(l,s,r),(l',t,r')] = Σ_{a,b} L_i[l,a,l'] W[a,b,s,t] R_{i+1}[r,b,r']

The numerical check compares this K, and its two-site counterpart, with an explicit projection of the 256-dimensional Hamiltonian.

**5. One-site sweeps**

```
make sites 1..N-1 right-orthonormal; normalise A_0
build R_i for i = N-1 down to 1
repeat:
  for i = 0 .. N-2:
    c <- lowest eigenvector of K(L_i, W, R_{i+1})
    factor c[(l,s),r] = Q X,  Q with orthonormal columns
    A_i <- Q;  A_{i+1} <- X A_{i+1}
    L_{i+1} <- add site i to L_i
  for i = N-1 down to 1:
    c <- lowest eigenvector of K(L_i, W, R_{i+1})
    factor c[l,(s,r)] = X Q,  Q with orthonormal rows
    A_i <- Q;  A_{i-1} <- A_{i-1} X
    R_i <- add site i to R_{i+1}
```

Each step refreshes one environment, and those needed next are already stored. An environment that contains a changed tensor must not be reused.

**Proposition.** If every local solver returns a normalised vector whose Rayleigh quotient is no higher than that of the current centre tensor, the energy never increases during one-site sweeps.

Proof. Let c be the normalised centre tensor before the step. Since M = 1, the energy is E_old = cᵀKc. An exact solver returns the lowest eigenvalue, so

E_new = λ_min(K) ≤ cᵀKc = E_old

For any other solver, E_new ≤ E_old is the assumption. The factorisation then replaces the product c·A_{i+1} by Q·(X A_{i+1}). These are equal, so the state and its energy do not change. The tensor Q is orthonormal, so the canonical form now holds with the centre at i+1. The new centre tensor X A_{i+1} represents the current state and is an admissible vector of the next local problem, whose minimum therefore cannot lie above E_new. The leftward half follows by reflection. ∎

With an exact solver the inequality is strict unless c already lies in the lowest eigenspace of K. The energies are bounded below by the exact ground energy E_0, so they converge. The proof does not say that the limit is E_0, or that the tensors converge.

An iterative solver satisfies the assumption if it minimises over a space that contains c. A simple choice is the span of c and Kc. A solver started from an unrelated vector and stopped early carries no such guarantee.

For N = 12 and D = 8, a random state with energy 0.053 gave these energies, where one sweep is a full pass right and back:

```
sweep   exact solver   two-vector solver
  1     -5.14181650      -5.05475128
  2     -5.14204434      -5.13649457
  5     -5.14204705      -5.14204690
 20     -5.14204705      -5.14204705
```

Over 440 steps the largest upward change was 3.6×10⁻¹⁵ for either solver, which is rounding. The exact ground energy is −5.14209063, so the converged result lies 4.4×10⁻⁵ above it. Between sweeps 5 and 20 the exact-solver energy is unchanged to the digits shown. A small change per sweep thus does not measure the error against the exact energy. Nor does it prove that the sweeps have converged, because changes are also small near a stationary point that is not a minimum, and the energy may fall further later.

**6. Two-site sweeps**

One-site steps cannot enlarge a bond, because the QR factor Q has no more columns than the bond had values. The two-site method fuses sites i and i+1 into one site with d² = 4 states, where d = 2 is the local dimension. Its operator tensor is the product of two W tensors over their common index. Sections 1 to 4 then apply with Θ[l,(s,s'),r] in place of c, and the local matrix K is built from L_i and R_{i+2}.

```
for each neighbouring pair (i, i+1), rightward then leftward:
  Theta <- lowest eigenvector of K(L_i, WW, R_{i+2})
  Theta[(l,s),(s',r)] = U S V      (singular values)
  drop zero values, keep at most the D largest; rescale S to unit norm
  rightward: A_i <- U;   A_{i+1} <- S V;  update L_{i+1}
  leftward:  A_i <- U S; A_{i+1} <- V;    update R_{i+1}
```

The previous state belongs to the two-site variational space, so the local minimum E satisfies E ≤ E_old. The truncation then changes the state. Let ε be the sum of the squared discarded singular values, φ the normalised kept part and χ the normalised discarded part. Different singular vectors are orthogonal, hence

Θ = √(1−ε) φ + √ε χ,  φᵀχ = 0

Define Y = K − E. Since Θ is an eigenvector, YΘ = 0, and therefore

√(1−ε) Yφ = −√ε Yχ

Projection on φ and on χ gives

√(1−ε) φᵀYφ = −√ε φᵀYχ
√(1−ε) χᵀYφ = −√ε χᵀYχ

Because Y is symmetric, φᵀYχ = χᵀYφ. The second line gives χᵀYφ = −√(ε/(1−ε)) χᵀYχ. Inserting this in the first line, the two minus signs cancel:

E_φ − E = [ε/(1−ε)] (E_χ − E)

Here E_φ = φᵀKφ and E_χ = χᵀKχ. Since E is the lowest eigenvalue, the right side is not negative, so truncation cannot lower the energy below the local minimum. The identity assumes a converged eigenvector; an unconverged one has YΘ ≠ 0 and adds further terms. The change over the whole step is

E_φ − E_old = −(E_old − E) + [ε/(1−ε)] (E_χ − E)

The energy rises whenever the truncation cost exceeds the gain from the minimisation. This accounts for the upward steps in the opening example. The singular value decomposition minimises the discarded weight, not the energy, so the truncated state need not be optimal within its own bond dimensions. Subsequent one-site sweeps may therefore lower its energy, and by the proposition they cannot raise it.

**7. A two-site step by hand**

Take N = 12 and the Néel state ↑↓↑↓…, whose 11 bonds contribute −1/4 each, in total −2.75. Optimise sites 0 and 1. The nine bonds among sites 2 to 11 contribute −9/4. Site 2 is fixed in ↑, where S± has zero expectation value and Sᶻ has the value ½. Hence

K = S_0·S_1 + ½Sᶻ_1 − 9/4

For ↑↓ the first two terms have the diagonal value −1/4 − 1/4 = −1/2, and for ↓↑ they have −1/4 + 1/4 = 0. The spin-flip term couples the two states with ½. The states ↑↑ and ↓↓ are uncoupled and have the values ½ and 0. The 2×2 block obeys

λ² + ½λ − ¼ = 0,  λ = −(1+√5)/4 = −0.809017

for the lower root, which lies below the uncoupled values. The local minimum is E = −2.25 − 0.809017 = −3.059017.

Let the eigenvector be α|↑↓⟩ + β|↓↑⟩. The second row of the eigenvalue equation reads ½α = λβ, so β²/α² = 1/(4λ²). With 4λ² = (3+√5)/2, the smaller weight is

ε = β² = 1/(1+4λ²) = 2/(5+√5) = (5−√5)/10 = 0.276393

Keeping one state leaves φ = ↑↓ and discards χ = ↓↑, for which E_χ = −2.25. The identity gives

E_φ − E = (0.276393/0.723607) × 0.809017 = 0.309017

The energy returns to −3.059017 + 0.309017 = −2.75, the Néel value. With D ≥ 2 both states are kept and the bond has grown.

**8. Results for growing bond dimension**

Six two-site sweeps from the Néel state were followed by 20 one-site sweeps. "Rise" is the largest upward step in the last two-site sweep, and "error" is the final energy minus the exact one.

```
D   after two-site   after one-site   rise      error
2    -4.89801791      -4.91144960     2.3e-3    2.3e-1
4    -5.13236222      -5.13236683     1.5e-4    9.7e-3
8    -5.14204637      -5.14204705     2.5e-7    4.4e-5
```

The largest discarded weights in the last two-site sweep were 2.0×10⁻², 9.4×10⁻⁴ and 4.5×10⁻⁶. In this example the one-site sweeps lower the energy at each D. At D = 8 they reach the same energy, to the digits shown, as the run from a random state. That agreement does not prove that it is the lowest energy possible at D = 8.

**9. Cost and stability**

Let w = 5 be the width of W. Applying K to c without forming K takes three contractions. Contracting L with c costs wdD³ multiplications, contracting with W costs w²d²D², and contracting with R costs wdD³:

2wdD³ + w²d²D²

For D = 64 this is 5,242,880 + 409,600 = 5,652,480. Multiplying by a stored K would take (dD²)² = 67,108,864. An environment update has the same count as the three-step application. For the fused pair, d is replaced by d², giving 2wd²D³ + w²d⁴D². Forming and diagonalising K densely costs of order (dD²)³ for one site and is suitable for small D.

The factorisations never divide by singular values, since S is multiplied into the next centre tensor. Small singular values therefore do not amplify rounding errors. Two inexpensive diagnostics are the orthonormality of each side and the agreement of the local eigenvalue with the energy ψᵀHψ/ψᵀψ after a one-site step. The latter is inexpensive when numerator and norm are contracted afresh along the chain, at the cost of about N environment updates, rather than from the 2^N amplitudes.

**10. Failure modes**

The first is a frozen bond dimension. Started from the Néel state, one-site sweeps stay at −2.75. Each spin sees a field from its fixed neighbours and is already antiparallel to it. This is not a poor local minimum among product states: in a product state each spin has an expectation vector of length ½, so no bond can lie below −1/4, and the Néel state reaches that value on every bond. Two-site steps with D ≥ 2 leave this restricted set.

The second is a true local trap. Consider the ferromagnetic Ising chain

H = −Σ_i Sᶻ_i Sᶻ_{i+1} − h Σ_i Sᶻ_i,  h = 0.1

With all 12 spins down the energy is −11/4 + 12×0.05 = −2.15; with all up it is −3.35. Starting from all down as a product state, with every bond of dimension 1, K is diagonal in the spin basis, and a step can flip only the one or two spins it optimises. Flipping a spin gains h but costs ½ for each bond that becomes antiparallel. The cheapest single flip, at an end, changes the energy by ½ − h = 0.4. The cheapest pair flip, also at an end, changes it by ½ − 2h = 0.3. Both are positive, so both methods remain at −2.15. In this model the trap holds for h < ½ with one-site steps and for h < ¼ with two-site steps. The two-site value relies on dropping zero singular values, which keeps every bond at dimension 1; if they were kept, later steps could flip more than two spins at once and the threshold would be lower. Monotone energies and a larger local space are thus no proof of a global minimum, and runs from different starting states are a useful safeguard.

The proposition uses no property of the Heisenberg chain beyond a real symmetric H. It therefore also holds for electrons in an ordered set of orbitals, once their Hamiltonian, including the fermion signs, is written as a chain of operator tensors. A spatial orbital then has d = 4 states: empty, ↑, ↓ and doubly occupied. The cost formula shows how the width w of that operator chain enters the effort.

Numbers as computed

```
8 sites, D=4: max |P^T P - 1| = 8.9e-16
8 sites: max |H_eff(env) - P^T H P| = 1.3e-15 J
8 sites: energy before gauge test = -3.371802 J
gauge scales: [1.  0.8 0.6 0.4]
lowest generalized eigenvalue = -3.371802 J
energy if norm matrix is ignored = -3.163107 J
D=64: multiplications, tensor form = 5652480
D=64: multiplications, full matrix = 67108864
12 sites: exact ground energy = -5.14209063 J
Neel energy = -2.750000 J
Neel after 3 one-site sweeps = -2.750000 J
first pair step: local minimum = -3.059017 J
first pair step: discarded weight at D=1 = 0.276393
first pair step: discarded-part energy = -2.250000 J
first pair step: truncation rise = 0.309017 J
first pair step: energy after = -2.750000 J
random start, D=8: energy = 0.053184 J
exact solver, sweep 1: E = -5.14181650 J
exact solver, sweep 2: E = -5.14204434 J
exact solver, sweep 5: E = -5.14204705 J
exact solver, sweep 20: E = -5.14204705 J
exact: largest change in 440 steps = 3.6e-15 J
exact: max |local value - full energy| = 1.2e-14 J
Krylov-2 solver, sweep 1: E = -5.05475128 J
Krylov-2 solver, sweep 2: E = -5.13649457 J
Krylov-2 solver, sweep 5: E = -5.14204690 J
Krylov-2 solver, sweep 20: E = -5.14204705 J
Krylov-2: largest change in 440 steps = 3.6e-15 J
Krylov-2: max |local value - full energy| = 1.4e-14 J
D=2: max discarded weight, last sweep = 2.037e-02
D=2: largest upward step, last sweep = 2.332e-03 J
D=2: truncation identity error = 1.5e-14 J
D=2: energy after two-site sweeps = -4.89801791 J
D=2: energy after one-site sweeps = -4.91144960 J
D=2: error against exact = 2.306e-01 J
D=4: max discarded weight, last sweep = 9.383e-04
D=4: largest upward step, last sweep = 1.461e-04 J
D=4: truncation identity error = 1.4e-14 J
D=4: energy after two-site sweeps = -5.13236222 J
D=4: energy after one-site sweeps = -5.13236683 J
D=4: error against exact = 9.724e-03 J
D=8: max discarded weight, last sweep = 4.475e-06
D=8: largest upward step, last sweep = 2.490e-07 J
D=8: truncation identity error = 1.6e-14 J
D=8: energy after two-site sweeps = -5.14204637 J
D=8: energy after one-site sweeps = -5.14204705 J
D=8: error against exact = 4.358e-05 J
Ising trap, field 0.1: ground energy = -3.3500 J
Ising trap: one-site result = -2.1500 J
Ising trap: two-site result = -2.1500 J
```
